# Gauge-Origin Independence of the Magnetizability and the Electronic Centroid

**Q.** The diamagnetic energy of a molecule contains the squared distance of each electron from a point that I may choose freely. How can such a term belong to a measurable quantity?

**A.** By itself it does not. To see what does, we need the Hamiltonian. Take \(N\) electrons of charge \(-e\) and mass \(m\), fixed nuclei, a local potential \(V\), and the Coulomb repulsion \(W\) between electrons. A uniform field \(\mathbf B\) is described by

\[
\mathbf A(\mathbf r)=\tfrac12\,\mathbf B\times(\mathbf r-\mathbf O),
\]

where \(\mathbf O\) is your free point, the gauge origin. Write \(\boldsymbol\rho_i=\mathbf r_i-\mathbf O\). Since \(\nabla\cdot\mathbf A=0\), \(\mathbf p\) and \(\mathbf A\) may be exchanged in their scalar product, and

\[
\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac em\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m}.
\]

The triple product gives \((\mathbf B\times\boldsymbol\rho)\cdot\mathbf p=\mathbf B\cdot(\boldsymbol\rho\times\mathbf p)\). With \(\mathbf L=\sum_i\boldsymbol\rho_i\times\mathbf p_i\),

\[
H=H_0+\frac{e}{2m}\mathbf B\cdot\mathbf L+\frac{e^2}{8m}\sum_i\left[B^2\rho_i^2-(\mathbf B\cdot\boldsymbol\rho_i)^2\right].
\]

I assume a non-degenerate singlet ground state \(|0\rangle\) and no spin-orbit coupling. The spin Zeeman term is then proportional to the total spin, which gives zero on a singlet, so it is dropped.

**Q.** The middle term is linear in the field. Why is there no linear energy?

**A.** \(H_0\) is real, so its non-degenerate ground state can be chosen real. The operators \(\mathbf L\) and \(\mathbf P=\sum_i\mathbf p_i\) are Hermitian but purely imaginary in position space. Their expectation values in a real state are both real and imaginary, hence zero. The energy therefore starts at second order, and I define the magnetizability \(\xi\) by

\[
E(\mathbf B)=E_0-\tfrac12\,B_a\xi_{ab}B_b+\dots,
\]

with repeated indices summed. For Hermitian operators \(X,Y\) define

\[
((X,Y))=\mathrm{Re}\sum_{n\neq0}\frac{\langle0|X|n\rangle\langle n|Y|0\rangle}{E_n-E_0}.
\]

This is symmetric, because exchanging \(X\) and \(Y\) conjugates each numerator. The sum includes the continuum. The linear term of \(H\) taken to second order, plus the quadratic term taken to first order, give

\[
E^{(2)}=-\frac{e^2}{4m^2}B_aB_b((L_a,L_b))+\frac{e^2}{8m}B_aB_b\Big\langle\sum_i(\rho_i^2\delta_{ab}-\rho_{ia}\rho_{ib})\Big\rangle .
\]

Comparison with \(-\frac12B_a\xi_{ab}B_b\) multiplies each coefficient by \(-2\):

\[
\xi^{d}_{ab}=-\frac{e^2}{4m}\Big\langle\sum_i(\rho_i^2\delta_{ab}-\rho_{ia}\rho_{ib})\Big\rangle,\qquad
\xi^{p}_{ab}=\frac{e^2}{2m^2}((L_a,L_b)).
\]

The diamagnetic part \(\xi^d\) is never positive for any field direction. The paramagnetic part \(\xi^p\) is never negative, since for \(X=Y\) every term of the sum is a square over a positive gap. Both contain \(\mathbf O\).

**Q.** Then move the origin. What happens to the diamagnetic part?

**A.** Let \(\mathbf O\to\mathbf O+\mathbf d\), so that \(\boldsymbol\rho\to\boldsymbol\rho-\mathbf d\). Then

\[
\rho^2\to\rho^2-2\mathbf d\cdot\boldsymbol\rho+d^2,\qquad
\rho_a\rho_b\to\rho_a\rho_b-d_a\rho_b-\rho_ad_b+d_ad_b .
\]

Sum over electrons and write \(\mathbf D=\langle\sum_i\boldsymbol\rho_i\rangle\), measured from the old origin:

\[
\Delta\xi^d_{ab}=-\frac{e^2}{4m}\left[d_aD_b+D_ad_b-2\delta_{ab}\,\mathbf d\cdot\mathbf D+N(d^2\delta_{ab}-d_ad_b)\right].
\]

This can be made as large as you like by a large \(d\).

**Q.** The paramagnetic part would have to follow it term by term. It is a sum over all excited states, while this expression knows only the ground-state density. Why should they match?

**A.** There is a general reason, and there is a mechanism. The reason is that the new potential differs from the old one by a gradient:

\[
\mathbf A'=\mathbf A-\tfrac12\mathbf B\times\mathbf d=\mathbf A+\nabla\Lambda,\qquad \Lambda=-\tfrac12(\mathbf B\times\mathbf d)\cdot\mathbf r .
\]

Let \(U=\exp[-(ie/\hbar)\sum_i\Lambda(\mathbf r_i)]\). Then \(U\mathbf p_iU^\dagger=\mathbf p_i+e\nabla\Lambda(\mathbf r_i)\), while \(V\) and \(W\) are unchanged, so \(H'=UHU^\dagger\). The two Hamiltonians have the same energies at every \(\mathbf B\), and so the same \(\xi\).

The mechanism is how the sum over states achieves this. It also shows what goes wrong when the set of states is incomplete. The angular momentum changes as

\[
\mathbf L\to\mathbf L-\mathbf d\times\mathbf P,\qquad L_a\to L_a-\epsilon_{acd}d_cP_d ,
\]

so we need \(((P_a,P_b))\) and \(((L_a,P_b))\).

**Q.** Those still carry energy denominators.

**A.** The denominators cancel, because momentum is the mass times the time derivative of position. Let \(\mathbf R=\sum_i\boldsymbol\rho_i\). Since \(V\) and \(W\) are functions of position, they commute with \(\mathbf R\), and only the kinetic energy contributes:

\[
[R_b,H_0]=\sum_i\Big[\rho_{ib},\frac{p_i^2}{2m}\Big]=\frac{i\hbar}{m}P_b .
\]

Take the matrix element between \(\langle n|\) and \(|0\rangle\). The left side is \((E_0-E_n)\langle n|R_b|0\rangle\), so

\[
\langle n|P_b|0\rangle=\frac{m}{i\hbar}(E_0-E_n)\langle n|R_b|0\rangle=\frac{im}{\hbar}(E_n-E_0)\langle n|R_b|0\rangle .
\]

For a Hermitian \(X\) with \(\langle0|X|0\rangle=0\), the missing term \(n=0\) may be added at no cost, and completeness gives

\[
((X,P_b))=\mathrm{Re}\,\frac{im}{\hbar}\sum_{n}\langle0|X|n\rangle\langle n|R_b|0\rangle
=\mathrm{Re}\,\frac{im}{\hbar}\langle XR_b\rangle .
\]

The complex conjugate of \(i\langle XR_b\rangle\) is \(-i\langle R_bX\rangle\). Half the sum of the two is the real part, hence

\[
((X,P_b))=\frac{im}{2\hbar}\langle[X,R_b]\rangle .
\]

For \(X=P_a\) the commutator is \([P_a,R_b]=-i\hbar N\delta_{ab}\), one contribution per electron. Therefore

\[
((P_a,P_b))=\frac{mN}{2}\delta_{ab}.
\]

**Q.** Is that the Thomas-Reiche-Kuhn rule? I know it as a statement about oscillator strengths.

**A.** It is the same statement. Take \(a=b=z\) and insert the relation between \(\mathbf P\) and \(\mathbf R\) in both matrix elements:

\[
((P_z,P_z))=\frac{m^2}{\hbar^2}\sum_n(E_n-E_0)|\langle n|R_z|0\rangle|^2=\frac m2\sum_nf_n,
\]

where \(f_n=(2m/\hbar^2)(E_n-E_0)|\langle n|R_z|0\rangle|^2\) is the oscillator strength. The rule says \(\sum_nf_n=N\).

**Q.** That covers the term quadratic in \(\mathbf d\). The linear one contains \(\mathbf L\), about which the rule says nothing.

**A.** Correct: the Thomas-Reiche-Kuhn rule alone does not prove invariance for an arbitrary starting origin. A companion rule is needed, and it follows from the same formula with \(X=L_a=\sum_i\epsilon_{acd}\rho_{ic}p_{id}\):

\[
[L_a,R_b]=\epsilon_{acd}\sum_i\rho_{ic}(-i\hbar\delta_{db})=-i\hbar\,\epsilon_{acb}R_c=i\hbar\,\epsilon_{abc}R_c .
\]

The last sign comes from exchanging two indices. Thus

\[
((L_a,P_b))=\frac{im}{2\hbar}\,i\hbar\,\epsilon_{abc}D_c=-\frac m2\,\epsilon_{abc}D_c .
\]

**Q.** Put them together, and keep the signs visible.

**A.** Expanding the shifted operators gives

\[
\begin{aligned}
\Delta((L_a,L_b))={}&-\epsilon_{bcd}d_c((L_a,P_d))-\epsilon_{acd}d_c((P_d,L_b))\\
&+\epsilon_{acd}\epsilon_{bef}d_cd_e((P_d,P_f)).
\end{aligned}
\]

In the first term the two minus signs multiply to plus:

\[
-\epsilon_{bcd}d_c\Big(-\frac m2\epsilon_{ade}D_e\Big)=\frac m2\,\epsilon_{dbc}\epsilon_{dea}\,d_cD_e ,
\]

where both symbols were permuted cyclically. The identity \(\epsilon_{dbc}\epsilon_{dea}=\delta_{be}\delta_{ca}-\delta_{ba}\delta_{ce}\) turns this into

\[
\frac m2\,(d_aD_b-\delta_{ab}\,\mathbf d\cdot\mathbf D).
\]

The second term is the first with \(a\) and \(b\) exchanged, by the symmetry of \(((X,Y))\). In the third term the sum rule sets \(f=d\):

\[
\frac{mN}{2}\epsilon_{acd}\epsilon_{bed}d_cd_e=\frac{mN}{2}(\delta_{ab}\delta_{ce}-\delta_{ae}\delta_{cb})d_cd_e=\frac{mN}{2}(d^2\delta_{ab}-d_ad_b).
\]

Add the three and multiply by \(e^2/2m^2\):

\[
\Delta\xi^p_{ab}=\frac{e^2}{4m}\left[d_aD_b+D_ad_b-2\delta_{ab}\,\mathbf d\cdot\mathbf D+N(d^2\delta_{ab}-d_ad_b)\right]=-\Delta\xi^d_{ab}.
\]

The whole tensor \(\xi=\xi^d+\xi^p\) is independent of \(\mathbf O\), for every displacement.

**Q.** If the split is arbitrary, is any origin better than another?

**A.** One origin makes both parts as small as they can be. The linear terms vanish when \(\mathbf D=0\), that is, when the old origin is the electronic centroid

\[
\mathbf C=\frac1N\Big\langle\sum_i\mathbf r_i\Big\rangle .
\]

Start there and displace by \(\mathbf s=\mathbf O-\mathbf C\):

\[
\xi^d_{ab}(\mathbf O)=\xi^d_{ab}(\mathbf C)-\frac{e^2N}{4m}(s^2\delta_{ab}-s_as_b).
\]

For a field along the unit vector \(\mathbf u\), contract with \(u_au_b\) and change the sign to get the magnitude:

\[
-\mathbf u\cdot\xi^d(\mathbf O)\cdot\mathbf u=-\mathbf u\cdot\xi^d(\mathbf C)\cdot\mathbf u+\frac{e^2N}{4m}\left[s^2-(\mathbf u\cdot\mathbf s)^2\right].
\]

The bracket is the squared distance of \(\mathbf O\) from the line through \(\mathbf C\) parallel to the field. It is never negative, so the magnitude is smallest at \(\mathbf C\) for every field direction. This is the parallel-axis theorem of mechanics, with electron density in place of mass.

In these displacements from \(\mathbf C\), the Thomas-Reiche-Kuhn rule supplies the entire compensating change of \(\xi^p\). That the cross term vanishes there is still a result of the companion rule.

**Q.** For one field direction every point of that line does equally well. So the minimum is not unique.

**A.** For a single direction it is not. It becomes unique when directions are averaged. The trace of \(s^2\delta_{ab}-s_as_b\) is \(3s^2-s^2=2s^2\), and the isotropic value is one third of the trace, so

\[
\xi^d_{\rm iso}(\mathbf O)=\xi^d_{\rm iso}(\mathbf C)-\frac{e^2N}{6m}s^2 ,
\]

which has its smallest magnitude at \(s=0\) and nowhere else. Because the total is fixed, \(\xi^p\) grows by the same amount and is also smallest at \(\mathbf C\).

**Q.** Does that give the split at the centroid a physical meaning?

**A.** A measurement of the magnetizability still yields only the sum. But \(\xi^d(\mathbf C)\) is a property of the electron density alone, its second moment about its own centroid, and it gives the best bound of its kind. Since \(\xi^p\ge0\) for any origin, \(-\xi_{\rm iso}\le-\xi^d_{\rm iso}(\mathbf O)\), and the right side is lowest at \(\mathbf C\). The ground-state density alone thus limits how diamagnetic the system can be.

A closed-shell atom with zero total angular momentum reaches the limit. Its centroid is the nucleus, \(\mathbf L|0\rangle=0\) there, and \(\xi^p(\mathbf C)=0\). By isotropy \(\langle\rho_a\rho_b\rangle=\delta_{ab}\langle\rho^2\rangle/3\), so \(\xi_{\rm iso}=-(e^2/6m)\langle\sum_ir_i^2\rangle\), with \(r_i\) measured from the nucleus. With a displaced origin the same atom acquires a paramagnetic part \(e^2Ns^2/6m\), which belongs to the choice of origin and to no property of the atom.

**Q.** I would like to see this in a molecule whose centroid is not given by symmetry.

**A.** Take LiH with Li at \(z=0\) and H at \(z=3\) bohr, a chosen separation. The method is restricted Hartree-Fock with coupled magnetic response. Electron correlation, nuclear motion and relativity are left out. In atomic units \(\hbar=m=e=1\), and magnetizabilities are in units of \(e^2a_0^2/m\).

With 107 basis functions the centroid lies at \(z=1.339\) bohr. The centre of nuclear charge is at \(3\times1/4=0.75\) bohr, a different point. The perpendicular component \(\xi_{xx}\) is:

| Origin | dia | para | total |
|---|---|---|---|
| Li | −5.475 | 4.078 | −1.397 |
| H | −6.443 | 5.046 | −1.397 |
| centroid | −3.683 | 2.287 | −1.396 |

The diamagnetic column follows from the centroid value. Here \(N/4=1\), so the excess is \(s^2\). For Li it is \(1.339^2=1.79\), and \(-3.68-1.79=-5.47\). For H, \(s=3-1.339=1.661\), and \(-3.68-2.76=-6.44\).

For a field along the bond, all three origins give \(\xi^d_{zz}=-1.945\) and \(\xi^p_{zz}=0\): they lie on one line parallel to the field, and a closed-shell state built from \(\sigma\) orbitals has \(L_z|0\rangle=0\) about the axis.

The isotropic total at the centroid is \((-1.396-1.396-1.945)/3=-1.579\), or \(-1.246\times10^{-28}\) J/T\(^2\). The bound reads \(1.579\le3.104\), where the right side is the isotropic diamagnetic magnitude at the centroid. The third decimal of the paramagnetic and total columns is limited by the basis: a larger set of 130 functions including f functions shifts them by up to 0.001 and gives \(-1.396\) at all three origins, while the centroid, the diamagnetic parts and the isotropic total keep the digits shown.

**Q.** Your proof used exact eigenstates and a local potential. Hartree-Fock has neither, and its exchange operator does not commute with position.

**A.** So the sum-rule derivation cannot simply be repeated with orbital energies in the denominators. The gauge argument does carry over. The operator \(U\) is a product of one-electron phases, so it maps each Slater determinant \(\Phi\) to another determinant, and

\[
\langle U\Phi|H'|U\Phi\rangle=\langle\Phi|H|\Phi\rangle .
\]

If the orbitals may be any functions, the lowest energy over closed-shell determinants is the same for both origins. Minus its second derivative with respect to \(\mathbf B\) is the coupled Hartree-Fock magnetizability, in which the exchange field responds to \(\mathbf B\). The change of \(\xi^d\) involves only the density, so the coupled \(\xi^p\) must compensate it. For a field along \(\mathbf u\) the shift adds \(-\mathbf w\cdot\mathbf P\) to \(\mathbf u\cdot\mathbf L\), with \(\mathbf w=\mathbf u\times\mathbf d\). The terms quadratic in \(\mathbf d\) then require \((e^2/2m^2)\,w_aw_b((P_a,P_b))=(e^2N/4m)\,w^2\). Every vector \(\mathbf w\) can be written as such a cross product and the tensor is symmetric, so the coupled form of \(((P_a,P_b))\) also equals \(mN\delta_{ab}/2\).

**Q.** "Any functions" means a complete basis, and you have 107. What does incompleteness cost?

**A.** Define the computed sum \(S_{ab}=(2/m)((P_a,P_b))\), which should be \(N\delta_{ab}\). Displace the origin by \(d\) along \(z\). Since \((\mathbf d\times\mathbf P)_x=-d\,P_y\), we have \(L_x\to L_x+d\,P_y\), and the term of \(\xi^p_{xx}\) quadratic in \(d\) is

\[
\frac{e^2}{2m^2}((P_y,P_y))\,d^2=\frac{e^2}{4m}S_{yy}\,d^2 .
\]

The diamagnetic part supplies \(-(e^2/4m)N\,d^2\). The total keeps the remainder

\[
-\frac{e^2}{4m}(N-S_{yy})\,d^2 .
\]

In the large basis \(S_{yy}=3.9986\). The same remainder applies to \(\xi_{zz}\) when the origin leaves the centroid along \(x\), since then \(L_z\to L_z-d\,P_y\). There is no linear term in this case, because \(L_z|0\rangle=0\) at the start. For \(d=2\) bohr the predicted drift is \(-(4-3.9986)\times4/4=-0.0014\). The computed total goes from \(-1.9452\) to \(-1.9465\), which agrees to rounding, while \(\xi^d_{zz}\) alone changes by \(-4\).

**Q.** And in a basis that is not chosen with care?

**A.** In 6-31G, with 11 functions, \(S_{yy}=0.924\) where 4 is required. The quadratic coefficient is \(-(4-0.924)/4=-0.769\) per bohr squared, and the total \(\xi_{xx}\) is \(-3.523\) with the origin at Li but \(-5.570\) with it at H. Over 3 bohr the quadratic term gives \(-0.769\times9=-6.92\), while the actual change is \(-2.05\). The difference, \(+4.87\), is the term linear in \(d\). In atomic units it is \(d\,[D_z/2+((L_x,P_y))]\), which the companion rule would set to zero, so that rule fails for \(\mathbf L\) taken about Li. Its size depends on the starting point: a shift \(d\) changes \(((L_x,P_y))\) by \(S_{yy}d/2\) but \(-D_z/2\) by \(Nd/2\), so with \(S_{yy}\ne N\) the rule can hold at no more than one origin on the axis.

The energy gives no warning of this size: \(-7.979\) hartree against \(-7.987\) in the large basis. A variational energy measures how well the basis holds the occupied orbitals, whereas the sum rules ask it to hold their response to \(\mathbf P\) and \(\mathbf L\).

Putting the origin at the centroid does not repair such a basis. Along the axis the 6-31G total is the parabola \(\xi_{xx}(z)=-3.523+(4.87/3)\,z-0.769\,z^2\), whose highest value, near \(z=1.1\) bohr, is about \(-2.7\), still far from the \(-1.396\) of the large basis. Choosing the centroid fixes a convention, but the response at that origin is still computed with too few functions.

**Q.** The molecule tests the mean-field version. Has the sum over states itself been checked?

**A.** Yes, for one spinless electron in an anharmonic well without symmetry, solved by diagonalization. Both sum rules hold there with errors below \(10^{-9}\) in atomic units. The origin was moved from the centroid by \(\mathbf s=(1.121,-0.656,1.189)\) bohr, so \(s^2=3.10\) and the isotropic diamagnetic part should fall by \(3.10/6=0.517\). It goes from \(-0.229\) to \(-0.746\), while the total stays at \(-0.228\). For a field along \((1,2,-2)/3\), minus the second derivative of the ground-state energy, taken with each origin in turn, gives the same magnetizability component as the formulas. The numerical check also finds the LiH centroid by searching for the origin with the smallest diamagnetic part.

**Q.** Where does the result stop applying?

**A.** Three assumptions can fail. If the ground level is degenerate, the non-degenerate second-order formula must be replaced, and when \(\mathbf L\) has nonzero matrix elements within that level the energy has a term linear in \(\mathbf B\). If \(V\) is non-local, as in many pseudopotentials, then \([\mathbf R,V]\ne0\) and the step from \(\mathbf P\) to \(\mathbf R\) gains an extra term; invariance then requires that the field also enter \(V\). If the states are incomplete and the basis functions do not depend on the field, closure fails, with the consequences seen in 6-31G. London orbitals, in which a function centred at \(\mathbf R_\mu\) carries the phase \(\exp[-(ie/\hbar)\mathbf A(\mathbf R_\mu)\cdot\mathbf r]\), avoid the drift: \(U\) maps the basis for one origin onto the basis for the other, so the total is independent of \(\mathbf O\) in any such basis, although it still carries a basis error.

The change with origin of \(\xi^d\), as defined above from the density, survives all three, and so does the place of its minimum, the centroid of whatever density is used. When the field also enters a non-local \(V\), however, \(V\) adds its own origin-dependent term quadratic in \(\mathbf B\). Then \(\xi^d\) is no longer the whole expectation-value part, and the minimum of that whole part need not lie at the centroid.

## Values computed for the example and the checks

```
WELL, one electron, atomic units
centroid (bohr): [-0.321   0.1561 -0.0892]
shifted origin (bohr): [ 0.8 -0.5  1.1]
largest error of TRK rule: 2.1e-10
largest error of L-P companion rule: 5.0e-11
columns below: xx yy zz isotropic (a.u.)
dia, centroid      -0.2254   -0.2368   -0.2241   -0.2287
para, centroid      0.0008    0.0001    0.0009    0.0006
dia, shifted       -0.6865   -0.9045   -0.6458   -0.7456
para, shifted       0.4620    0.6678    0.4227    0.5175
largest change of total tensor: 8.1e-11 a.u.
xi along (1,2,-2)/3, formula: -0.231683 a.u.
same from E(B), centroid: -0.231683 a.u.
same from E(B), shifted: -0.231683 a.u.
LiH, restricted Hartree-Fock, Li at z=0, H on +z
bond length: 3.0 bohr; electrons: 4
basis functions: large 107, 6-31G 11
energy, large basis: -7.98688 hartree
energy, 6-31G: -7.97918 hartree
centroid z, large basis: 1.3386 bohr
z of smallest dia part by search: 1.3386 bohr
large basis, columns: xx yy zz isotropic (a.u.)
origin: Li nucleus
  dia     -5.4747   -5.4747   -1.9452   -4.2982
  para     4.0776    4.0776    0.0000    2.7184
  total   -1.3971   -1.3971   -1.9452   -1.5798
origin: H nucleus
  dia     -6.4429   -6.4429   -1.9452   -4.9437
  para     5.0463    5.0463    0.0000    3.3642
  total   -1.3967   -1.3967   -1.9452   -1.5795
origin: centroid
  dia     -3.6828   -3.6828   -1.9452   -3.1036
  para     2.2866    2.2866    0.0000    1.5244
  total   -1.3962   -1.3962   -1.9452   -1.5792
origin: centroid + 2 bohr along x
  dia     -3.6828   -7.6828   -5.9452   -5.7702
  para     2.2866    6.2864    3.9986    4.1906
  total   -1.3962   -1.3964   -1.9465   -1.5797
largest change of total from centroid: 0.00136 a.u.
TRK sums xx yy zz, large: [3.9986 3.9986 3.9997]
TRK sums xx yy zz, 6-31G: [0.9236 0.9236 1.72  ]
6-31G total, origin Li:   -3.5231   -3.5231   -2.0022   -3.0161 a.u.
6-31G total, origin H:    -5.5699   -5.5699   -2.0022   -4.3806 a.u.
6-31G quadratic coefficient of xi_xx: -0.76909 a.u./bohr^2
same from missing TRK strength: -0.76909 a.u./bohr^2
6-31G xi_xx at H, response: -5.56986 a.u.
6-31G xi_xx at H, finite field: -5.56986 a.u.
1 a.u. of magnetizability: 7.89104e-29 J/T^2
LiH isotropic total, centroid: -1.246e-28 J/T^2
```
